**Mesh dependence and renormalization in thermal micromagnetics**

For cubic cells of edge b with exchange stiffness A, the reduced temperature is t = kT/(2Ab), and to first order the macroscopic magnetization, stiffness and anisotropy are the cell inputs Ms, A and K times 1 − Gt, 1 − (G+1/6)t and 1 − 3Gt, with G = 0.2527. The program asserts that heat-bath Monte Carlo agrees with these formulas, evaluated for the finite box, within tolerances proportional to t². It also asserts that the stiffness from a twist agrees with that from the magnon spectrum, and that the moment loss from modes absent on the coarser mesh follows the mode sum. Stochastic Gilbert dynamics with correctly scaled noise must reproduce the Monte Carlo moment on two meshes. With the same inputs on 2, 1 and 0.5 nm cells, the macroscopic Ms, A and K spread by 9.2 %, 15.4 % and 27.0 %. Renormalized inputs reduce the spreads to 0.6 %, 0.7 % and 1.1 %, and the program requires each to fall by more than a factor of three. A last assertion shows that 0.1 nm cells with unrenormalized A have a moment that falls with box size, as in a paramagnet.

## Check in Python

```python
"""
Result under test: micromagnetics with correct thermal noise depends on cell edge b.
Cell energy E = -J sum_<ij> m_i.m_j, J = 2*A*b, reduced temperature t = kT/J.
To first order in t, with G the mean of 1/lambda_k and
lambda_k = 2*sum(1-cos(k_i b)), the macroscopic values are
  Ms_macro/Ms = 1 - G t,  A_macro/A = 1 - (G+1/6) t,  K_macro/K = 1 - 3 G t.
Inverting these gives cell inputs Ms_b, A_b, K_b that cancel the mesh dependence.
Formulas are compared with heat-bath Monte Carlo and stochastic Gilbert dynamics.
Spin arrays have shape (3, replicas, n, n, n).
"""
import numpy as np
from scipy import constants, integrate, special

rng = np.random.default_rng(20)
AXES = (-1, -2, -3)


def neighbour_sum(s):
    return sum(np.roll(s, 1, a) + np.roll(s, -1, a) for a in AXES)


def cross(a, b):
    return np.stack((a[1]*b[2] - a[2]*b[1],
                     a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]))


def ordered(n, replicas):
    s = np.zeros((3, replicas, n, n, n))
    s[2] = 1.0
    return s


def sweep(s, t, even):
    """One heat-bath sweep, then one energy-conserving reflection sweep."""
    for mask in (even, ~even):
        h = neighbour_sum(s)
        size = np.sqrt((h*h).sum(0)) + 1e-14
        h /= size
        beta = size/t
        u = 1.0 - rng.random(size.shape)
        c = 1 + np.log(u + (1 - u)*np.exp(-2*beta))/beta
        c = np.clip(c, -1, 1)
        g = rng.standard_normal(s.shape)
        g -= (g*h).sum(0)*h
        g /= np.sqrt((g*g).sum(0))
        s = np.where(mask, c*h + np.sqrt(1 - c*c)*g, s)
    for mask in (even, ~even):
        h = neighbour_sum(s)
        factor = 2*(s*h).sum(0)/((h*h).sum(0) + 1e-28)
        s = np.where(mask, factor*h - s, s)
    return s


def measure(s, t):
    """Moment, second Legendre average and twist stiffness, relative to inputs."""
    cells = s[0, 0].size
    mean = s.mean(axis=(2, 3, 4))
    moment = np.sqrt((mean**2).sum(0))
    n_dir = mean/moment
    n_full = n_dir[:, :, None, None, None]
    along = (s*n_full).sum(0)
    p2 = (1.5*along**2 - 0.5).mean()
    stiffness = 0.0
    for a in AXES:
        nb = np.roll(s, -1, a)
        bond = 0.5*((s*nb).sum(0) + along*np.roll(along, -1, a)).mean()
        cur = cross(s, nb).sum(axis=(2, 3, 4))
        cur2 = 0.5*((cur**2).sum(0) - (cur*n_dir).sum(0)**2)
        stiffness += (bond - cur2.mean()/(t*cells))/3
    return (moment.mean(), p2, stiffness), s - along*n_full


def monte_carlo(n, t, replicas, sweeps=300, warm=60, spectrum=False):
    even = np.indices((n, n, n)).sum(0) % 2 == 0
    s = ordered(n, replicas)
    data, spec = [], np.zeros((n, n, n))
    for step in range(sweeps):
        s = sweep(s, t, even)
        if step >= warm and step % 2 == 0:
            values, transverse = measure(s, t)
            data.append(values)
            if spectrum:
                f = np.fft.fftn(transverse, axes=(2, 3, 4))
                spec += (abs(f)**2).sum(0).mean(0)/(2*n**3)
    data = np.array(data)
    blocks = np.array([b.mean(0) for b in np.array_split(data, 8)])
    error = blocks.std(0, ddof=1)/np.sqrt(8)
    return data.mean(0), error, spec/len(data)


def mode_lambda(n):
    q = 2 - 2*np.cos(2*np.pi*np.arange(n)/n)
    return q[:, None, None] + q[None, :, None] + q[None, None, :]


def box_G(n):
    return (1/mode_lambda(n).ravel()[1:]).sum()/n**3


def gilbert_moment(n, b, replicas, steps=3000, alpha=0.5):
    """Heun integration of the stochastic Gilbert equation in SI units."""
    gamma = constants.physical_constants['electron gyromag. ratio'][0]
    b_exchange = 2*A0/(MS0*b**2)
    dt = 0.015/(gamma*b_exchange)
    sigma = np.sqrt(2*alpha*KT/(gamma*MS0*b**3*dt))

    def rate(m, noise):
        torque = cross(m, b_exchange*neighbour_sum(m) + noise)
        return -gamma/(1 + alpha**2)*(torque + alpha*cross(m, torque))

    m, record = ordered(n, replicas), []
    for step in range(steps):
        noise = sigma*rng.standard_normal(m.shape)
        k1 = rate(m, noise)
        k2 = rate(m + dt*k1, noise)
        m = m + 0.5*dt*(k1 + k2)
        m /= np.sqrt((m*m).sum(0))
        if step > steps//3 and step % 10 == 0:
            record.append(np.sqrt((m.mean(axis=(2, 3, 4))**2).sum(0)).mean())
    return np.mean(record)


# Model inputs (SI)
A0, MS0, TEMP, BOX = 10e-12, 800e3, 300.0, 8e-9
KT = constants.k*TEMP
MESHES = ((4, 64), (8, 12), (16, 3))     # cells per edge, replicas

# Infinite-lattice constant, checked against explicit mode sums
G = integrate.quad(lambda x: 2*x*special.ive(0, 2*x*x)**3, 0, np.inf,
                   limit=300)[0]
G_sum = 2*box_G(48) - box_G(24)
assert abs(G - G_sum) < 1e-4
CA = G + 1/6
print(f"inputs: A {A0*1e12:.1f} pJ/m, Ms {MS0/1e3:.0f} kA/m, T {TEMP:.0f} K, "
      f"box {BOX*1e9:.0f} nm")
print(f"thermal energy kT = {KT*1e21:.4f} zJ")
print(f"G from integral = {G:.6f}, from mode sums = {G_sum:.6f}")
print(f"stiffness coefficient G+1/6 = {CA:.6f}")
print(f"initial exponent of A against Ms = {CA/G:.4f}")
print(f"cell edge for 1 percent loss of Ms = {G*KT/(2*A0*0.01)*1e9:.2f} nm")
print(f"one-loop limit of t_b for b to 0 = {1/CA:.3f}")

# Same inputs on every mesh
naive, max_error = {}, np.zeros(3)
print("SAME INPUTS: ratios macroscopic/input, simulation (first-order formula)")
for n, reps in MESHES:
    b = BOX/n
    t = KT/(2*A0*b)
    val, err, spec = monte_carlo(n, t, reps, spectrum=(n == 8))
    max_error = np.maximum(max_error, err)
    g = box_G(n)
    pred = np.array([1 - g*t, 1 - 3*g*t, 1 - (g + (1 - n**-3)/6)*t])
    # remaining differences are of second order in t
    assert np.all(abs(val - pred) < np.array([0.15, 0.4, 0.4])*t*t), (val, pred)
    naive[n] = val
    print(f" b {b*1e9:.1f} nm, t {t:.4f}: Ms {val[0]:.4f} ({pred[0]:.4f}), "
          f"A {val[2]:.4f} ({pred[2]:.4f}), K {val[1]:.4f} ({pred[1]:.4f})")
    print(f"   macroscopic Ms {MS0*val[0]/1e3:.1f} kA/m, "
          f"A {A0*val[2]*1e12:.2f} pJ/m")
    if n == 8:
        t8, spec8 = t, spec

# Magnon spectrum on the 1 nm mesh
lam = mode_lambda(8)
low = (lam > 0) & (lam < 3)
A_spec = naive[8][0]**2*t8/(lam[low]*spec8[low]).mean()
assert abs(A_spec - naive[8][2]) < 0.025
idx = np.fft.fftfreq(8, 1/8)
keep = (idx >= -2) & (idx < 2)
inside = keep[:, None, None] & keep[None, :, None] & keep[None, None, :]
loss_out = spec8[~inside].sum()/512
loss_in = spec8[inside].sum()/512
pred_out = t8*(1/lam[~inside]).sum()/512
assert abs(loss_out/pred_out - 1) < 0.04
print(f"1 nm mesh: A ratio from fluctuations {A_spec:.4f}, "
      f"from twist {naive[8][2]:.4f}")
print(f"1 nm mesh: modes {lam.size}, of which on 2 nm mesh {inside.sum()}")
print(f"1 nm mesh: Ms loss from modes absent at 2 nm {loss_out:.4f} "
      f"(formula {pred_out:.4f})")
print(f"1 nm mesh: Ms loss from shared modes {loss_in:.4f}; "
      f"whole loss on 2 nm mesh {1-naive[4][0]:.4f}")

# Correct thermal noise reproduces the mesh-dependent Boltzmann average
for n, reps, tol in ((4, 32, 0.0015), (8, 4, 0.003)):
    dyn = gilbert_moment(n, BOX/n, reps)
    assert abs(dyn - naive[n][0]) < tol, (dyn, naive[n][0])
    print(f"stochastic Gilbert, b {BOX/n*1e9:.1f} nm: Ms ratio {dyn:.4f}, "
          f"Monte Carlo {naive[n][0]:.4f}")

# Renormalized inputs: A0 and MS0 now denote the macroscopic targets
fixed = {}
print("RENORMALIZED INPUTS and resulting macroscopic values")
for n, reps in MESHES:
    b = BOX/n
    A_b = A0 + CA*KT/(2*b)
    t = KT/(2*A_b*b)
    Ms_b = MS0/(1 - G*t)
    K_ratio = 1/(1 - 3*G*t)
    val, err, _ = monte_carlo(n, t, reps)
    max_error = np.maximum(max_error, err)
    fixed[n] = np.array([val[0]*Ms_b/MS0, val[1]*K_ratio, val[2]*A_b/A0])
    print(f" b {b*1e9:.1f} nm: inputs Ms_b {Ms_b/1e3:.1f} kA/m, "
          f"A_b {A_b*1e12:.3f} pJ/m, K_b/K {K_ratio:.4f}, t_b {t:.4f}")
    print(f"   macroscopic Ms {fixed[n][0]*MS0/1e3:.1f} kA/m, "
          f"A {fixed[n][2]*A0*1e12:.2f} pJ/m, K/K_target {fixed[n][1]:.4f}")


def spread(results):
    table = np.array(list(results.values()))
    return (table.max(0) - table.min(0))/table.mean(0)


before, after = spread(naive), spread(fixed)
assert np.all(after < before/3), (before, after)
assert after[0] < 0.02
for label, i in (("Ms", 0), ("A", 2), ("K", 1)):
    print(f"spread over meshes of {label}: same inputs {100*before[i]:.2f} %, "
          f"renormalized {100*after[i]:.2f} %")
print(f"largest sampling error of ratios: Ms {max_error[0]:.4f}, "
      f"A {max_error[2]:.4f}, K {max_error[1]:.4f}")

# Extreme refinement at fixed A: the moment falls with box size, so no order
b_small = 0.1e-9
t_small = KT/(2*A0*b_small)
small = monte_carlo(6, t_small, 16, sweeps=200, warm=50)[0][0]
large = monte_carlo(12, t_small, 4, sweeps=200, warm=50)[0][0]
assert large < 0.6*small and large < 0.3
print(f"b {b_small*1e9:.1f} nm, unrenormalized A: t = {t_small:.3f}")
print(f"  Ms ratio in box of 6^3 cells {small:.3f}, of 12^3 cells {large:.3f}")
print("all good")
```

Printed output:

```
inputs: A 10.0 pJ/m, Ms 800 kA/m, T 300 K, box 8 nm
thermal energy kT = 4.1419 zJ
G from integral = 0.252731, from mode sums = 0.252729
stiffness coefficient G+1/6 = 0.419398
initial exponent of A against Ms = 1.6595
cell edge for 1 percent loss of Ms = 5.23 nm
one-loop limit of t_b for b to 0 = 2.384
SAME INPUTS: ratios macroscopic/input, simulation (first-order formula)
 b 2.0 nm, t 0.1035: Ms 0.9792 (0.9795), A 0.9621 (0.9626), K 0.9388 (0.9386)
   macroscopic Ms 783.3 kA/m, A 9.62 pJ/m
 b 1.0 nm, t 0.2071: Ms 0.9517 (0.9535), A 0.9171 (0.9190), K 0.8622 (0.8605)
   macroscopic Ms 761.4 kA/m, A 9.17 pJ/m
 b 0.5 nm, t 0.4142: Ms 0.8931 (0.9012), A 0.8232 (0.8321), K 0.7127 (0.7035)
   macroscopic Ms 714.4 kA/m, A 8.23 pJ/m
1 nm mesh: A ratio from fluctuations 0.9174, from twist 0.9171
1 nm mesh: modes 512, of which on 2 nm mesh 64
1 nm mesh: Ms loss from modes absent at 2 nm 0.0311 (formula 0.0315)
1 nm mesh: Ms loss from shared modes 0.0149; whole loss on 2 nm mesh 0.0208
stochastic Gilbert, b 2.0 nm: Ms ratio 0.9793, Monte Carlo 0.9792
stochastic Gilbert, b 1.0 nm: Ms ratio 0.9518, Monte Carlo 0.9517
RENORMALIZED INPUTS and resulting macroscopic values
 b 2.0 nm: inputs Ms_b 820.6 kA/m, A_b 10.434 pJ/m, K_b/K 1.0814, t_b 0.0992
   macroscopic Ms 804.2 kA/m, A 10.06 pJ/m, K/K_target 1.0179
 b 1.0 nm: inputs Ms_b 840.5 kA/m, A_b 10.869 pJ/m, K_b/K 1.1689, t_b 0.1905
   macroscopic Ms 803.2 kA/m, A 10.04 pJ/m, K/K_target 1.0202
 b 0.5 nm: inputs Ms_b 878.3 kA/m, A_b 11.737 pJ/m, K_b/K 1.3653, t_b 0.3529
   macroscopic Ms 799.4 kA/m, A 9.99 pJ/m, K/K_target 1.0295
spread over meshes of Ms: same inputs 9.15 %, renormalized 0.60 %
spread over meshes of A: same inputs 15.42 %, renormalized 0.66 %
spread over meshes of K: same inputs 26.99 %, renormalized 1.13 %
largest sampling error of ratios: Ms 0.0002, A 0.0003, K 0.0005
b 0.1 nm, unrenormalized A: t = 2.071
  Ms ratio in box of 6^3 cells 0.142, of 12^3 cells 0.050
all good
```
